# When a Two-Level Bragg-Williams Crystal Layer Becomes Bistable

## The decision and the rule

A growth calculation must start from some surface. If the face is smooth, the starting state is a flat terrace, and growth needs steps. Where miscut or dislocations do not supply them, islands must form, and the calculation needs a nucleation barrier. If the face is rough, attachment sites are plentiful and a nucleation barrier has no place in the rate. Jackson's parameter $A$ is a quick criterion for this choice.

Let one crystal layer be partly filled, with a complete layer below it and melt or vapour above. A fraction $c$ of its sites is solid. At solid-fluid coexistence and with random mixing, its free energy per site, measured from the empty layer, is

$$\frac{f(c)}{kT}=A\,c(1-c)+c\ln c+(1-c)\ln(1-c).\qquad(1)$$

For $A\le 2$ this has one minimum, at $c=1/2$. For $A>2$ it has two equal minima, at $c_-$ and $1-c_-$, and the layer prefers to be emptier or fuller than half. The threshold is sharp, but smoothness is not: just above $A=2$ both minima still lie near half filling. The value 2 belongs to this mean-field, two-level model at coexistence. Correlations, further levels and supersaturation each change its use, as shown below.

## From bonds to $A$

Let a bulk atom have $Z$ nearest neighbours, $z$ of them in its own layer and $Z_v$ in each adjacent layer, so that $Z=z+2Z_v$. Let $\epsilon>0$ be the energy gained per solid-solid bond, relative to the fluid. Each bond is shared by two atoms, so moving an atom from the fluid into the bulk releases

$$L=\tfrac12 Z\epsilon .$$

The atom also pays a free-energy cost $g$, mainly the lost freedom of the fluid state, taken to be the same at a surface site as in the bulk. At coexistence the transfer into the bulk costs nothing in total, hence $g=L$.

Put $n_i=1$ on a filled site of the layer and $n_i=0$ on an empty one. Each filled site pays $g$ and gains $Z_v$ bonds to the complete layer below. Each filled lateral pair gains one bond:

$$\Delta G=(g-Z_v\epsilon)\sum_i n_i-\epsilon\sum_{\langle ij\rangle}n_in_j .$$

Since $g=\tfrac12Z\epsilon=\tfrac12z\epsilon+Z_v\epsilon$, the vertical bonds cancel and the first bracket becomes $\tfrac12z\epsilon$. Now count the lateral neighbours of all filled sites. A filled-filled pair is counted twice and a filled-empty pair once, so $z\sum_i n_i=2N_{ff}+N_{fe}$. Therefore

$$\Delta G=\tfrac12\epsilon(2N_{ff}+N_{fe})-\epsilon N_{ff}=\tfrac12\epsilon N_{fe}.\qquad(2)$$

At coexistence the energy resides entirely in the edges between filled and empty regions.

Random mixing is the Bragg-Williams approximation: neighbouring sites are occupied independently. A layer of $N$ sites has $zN/2$ lateral pairs, each unlike with probability $2c(1-c)$, so $N_{fe}=Nz\,c(1-c)$. Inserting this in (2) and dividing by $NkT$ gives $A\,c(1-c)$ with

$$A=\frac{z\epsilon}{2kT}=\frac zZ\frac{L}{kT}.\qquad(3)$$

The number of arrangements is $N!/[(cN)!\,((1-c)N)!]$. With $\ln M!\simeq M\ln M-M$, the linear terms cancel and so do the terms in $\ln N$. The logarithm is $-N[c\ln c+(1-c)\ln(1-c)]$, and subtracting $kT$ times it completes (1).

## Why the threshold is two

Differentiating (1) twice gives

$$\frac{f'}{kT}=A(1-2c)+\ln\frac{c}{1-c},\qquad \frac{f''}{kT}=\frac1{c(1-c)}-2A .$$

Because $c(1-c)\le1/4$, the curvature is at least $4-2A$, with equality at $c=1/2$. For $A<2$ it is positive everywhere, so $c=1/2$ is the one minimum. For $A>2$ it is negative at $c=1/2$, which is then a maximum.

To count the remaining stationary points, set $m=2c-1$. Then $\ln[c/(1-c)]=\ln[(1+m)/(1-m)]=2\,\mathrm{artanh}\,m$, and

$$\frac{f'}{kT}=2\,\mathrm{artanh}\,m-Am=m\,[R(m)-A],\qquad R(m)=\frac{2\,\mathrm{artanh}\,m}{m}=2\Big(1+\frac{m^2}{3}+\frac{m^4}{5}+\dots\Big).$$

All coefficients of $R$ are positive, so $R$ rises steadily from 2 at $m=0$ to infinity at $m=1$. For $A>2$ it equals $A$ at one positive value $m_0$. The slope is negative for $0<m<m_0$ and positive beyond, so $m_0$ is a minimum. Since $f$ is even in $m$, $-m_0$ is its partner. At $A=2$ the slope is positive for every $m>0$, and the single minimum survives.

The same threshold appears without Stirling's formula. In a finite random-mixing layer, $n$ filled sites have the weight $\binom Nn\exp[-An(N-n)/N]$. For even $N$, a step from $n=N/2$ to $N/2+1$ multiplies this by $\frac{N/2}{N/2+1}\,e^{A/N}$. The centre stops being the peak when this factor reaches one, at $A=N\ln(1+2/N)\simeq2-2/N$. For $N=2000$ that is 1.999. A search that counted the peaks of the summed distribution found the splitting at 1.9990.

## How quickly the layer becomes smooth

Near the threshold $m$ is small. The entropy part of (1) equals $-\ln2$ at $m=0$. Its derivative with respect to $m$ is $\mathrm{artanh}\,m=m+m^3/3+\dots$, because $dc=dm/2$. Integrating, and using $c(1-c)=(1-m^2)/4$,

$$\frac f{kT}=\frac A4-\ln2+\frac{2-A}4m^2+\frac{m^4}{12}+\dots\qquad(4)$$

Setting the derivative $-(A-2)m/2+m^3/3$ to zero gives, to leading order,

$$m_0^2\simeq\tfrac32(A-2).$$

The central maximum lies above the minima by

$$\frac{\Delta f}{kT}\simeq\frac{A-2}4\cdot\frac{3(A-2)}2-\frac1{12}\cdot\frac{9(A-2)^2}4=\frac3{16}(A-2)^2 .$$

At $A=2.02$ the solved values are $m_0^2=0.02947$ and $\Delta f=7.41\times10^{-5}\,kT$. The two laws give 0.03000 and $7.50\times10^{-5}\,kT$, which are 1.8% and 1.2% above the solved values.

In the opposite limit $c_-$ is small and $f'=0$ reads $\ln c_-\simeq-A(1-2c_-)$. Hence $c_-\simeq e^{-A}$, provided $2Ac_-\ll1$. The barrier then tends to $A/4-\ln2$ in units of $kT$ per site.

A useful measure of roughness is $4c_-(1-c_-)$, the number of filled-empty pairs relative to a random half-filled layer.

| $A$ | $c_-$ | $\Delta f$ ($kT$/site) | $4c_-(1-c_-)$ |
|---|---|---|---|
| 2.1 | 0.315 | 0.0018 | 0.86 |
| 2.5 | 0.145 | 0.036 | 0.50 |
| 3.0 | 0.071 | 0.115 | 0.26 |
| 4.0 | 0.021 | 0.327 | 0.08 |

In random mixing, a layer at $A=2.1$ is bistable but keeps 86% of the edges of the random half-filled layer. So $A>2$ alone does not justify a flat starting surface. Nor does a small $c_-$ from this table: on a square network, correlations remove the bistability up to $A=3.53$, as shown below.

The barrier $\Delta f$ must not be used as a nucleation barrier. It is the cost per site of filling the whole layer uniformly, so it grows with area. A large layer held at a coverage between the minima can lower its free energy by separating into regions at $c_-$ and $1-c_-$, at the price of their boundary. Filling then proceeds by islands, whose cost grows with perimeter.

For a stable numerical solution, use $u=\ln[(1-c_-)/c_-]$. Since $1-2c_-=\tanh(u/2)$, the condition $f'=0$ becomes $u=A\tanh(u/2)$. For $A>2$ the nonzero root lies between $2\,\mathrm{artanh}\sqrt{1-2/A}$ and $A$, and $c_-=1/(1+e^u)$.

## Supersaturation

Let $\Delta\mu>0$ be the free energy gained per atom added to the solid, and $\delta=\Delta\mu/kT$. The one-atom cost is now $g=L-\Delta\mu$, which adds $-c\,\delta$ to (1). Stationary points satisfy

$$G(m)\equiv2\,\mathrm{artanh}\,m-Am=\delta .$$

For $A>2$, $G'=2/(1-m^2)-A$ vanishes at $m=\pm m_s$, with $m_s=\sqrt{1-2/A}$. The curve has a local maximum at $-m_s$ and a local minimum of opposite value at $+m_s$. Two minima of the free energy therefore exist when

$$|\delta|<\delta^*=Am_s-2\,\mathrm{artanh}\,m_s.\qquad(5)$$

At $A=3$ the limit is $\delta^*=0.415$. Near threshold $m_s^2\simeq(A-2)/2$, so $\delta^*\simeq(A-2)m_s-\tfrac23m_s^3\simeq\frac{\sqrt2}3(A-2)^{3/2}$. A weakly bistable layer thus tolerates very little drive. Equation (5) holds for two levels and random mixing. Correlations lower it strongly: on a square network the pair (Bethe) approximation gives about 0.03 at $A=3$. With many levels in random mixing the limit does not vanish at $A=2$, where it is about 0.03. Allowing more levels, as in a later section, lowers the limit at $A=3$ by about a tenth and leaves it almost unchanged at the $A\approx23$ of the example.

Beyond $\delta^*$ a nearly empty layer fills downhill. Below it the nearly empty state is metastable against uniform filling, but islands may still fill it, so (5) does not predict when nucleation becomes fast.

## Correlations raise the threshold

Random mixing ignores the tendency of filled sites to cluster. The correction can be found when the lateral bonds form a square network, $z=4$. Write $K=\epsilon/2kT$, so that an unlike pair has weight $e^{-K}$ by (2) and $A=4K$.

The partition sum can be written in two ways. First, the boundaries of filled regions form closed loops on the dual square network, with weight $e^{-K}$ per unit length. Second, with $s_i=2n_i-1$, each pair has a weight proportional to $1+s_is_j\tanh(K/2)$. Expanding the product and summing over $s_i=\pm1$ leaves closed loops with weight $\tanh(K/2)$ per unit length. The two loop sums have the same form, so they exchange strong and weak coupling. If there is a single transition, it lies where the weights agree. With $x=e^{-K}$,

$$x=\frac{1-x}{1+x}\;\Rightarrow\;x^2+2x-1=0\;\Rightarrow\;x=\sqrt2-1,$$

and $A=4\ln(1+\sqrt2)=3.53$.

An independent estimate uses strips of finite width. The ratio of width to correlation length follows from the two largest transfer-matrix eigenvalues, and finite-size scaling makes it independent of width at the transition, to leading order. Strips eight and ten sites wide agree at $A=3.522$, within 0.2% of the self-dual value.

For a square network, $2<A<3.53$ is thus a region where random mixing reports bistability and the correlated two-level layer has none. A two-level calculation on this network should use 3.53. For a surface free to occupy more levels, this value is only a guide.

## More levels

A rough surface need not stay within one layer. Let $c_n$ be the coverage of level $n$, and let $p_n=c_n-c_{n+1}$ be the fraction of columns whose top atom is in level $n$. Exclude overhangs, give every atom its full set of bonds to the level below, and mix columns at random. Then

$$\frac f{kT}=\sum_nA\,c_n(1-c_n)+\sum_np_n\ln p_n .$$

The coverage $c_n$ enters $p_n$ with a plus sign and $p_{n-1}$ with a minus sign, so stationarity gives

$$\ln\frac{p_n}{p_{n-1}}=-A(1-2c_n).$$

For small $A$ the profile varies slowly. Treat $n$ as continuous, with $p=-c'$. Then $p'=-A(1-2c)p=A(1-2c)c'$, which is the derivative of $A\,c(1-c)$. Both $p$ and $c$ vanish far above the surface, so $p=A\,c(1-c)$ and

$$c_n=\frac1{1+e^{An}} .$$

The mean square height follows by expanding $p$ in exponentials:

$$\langle n^2\rangle=\frac2{A^2}\int_0^\infty x^2\sum_{k\ge1}(-1)^{k-1}k\,e^{-kx}\,dx=\frac4{A^2}\sum_{k\ge1}\frac{(-1)^{k-1}}{k^2}=\frac{\pi^2}{3A^2}.\qquad(6)$$

In random mixing the rms spread is therefore $\pi/(\sqrt3A)$ layers. Correlations between columns make a sufficiently large rough surface wider than this, because its width grows slowly with lateral size. In this continuum approximation the profile can be shifted by any fraction of a layer at no cost, so no filling of the top layer is preferred. The two-level model can represent neither this freedom nor the width of the interface. With discrete levels a preference for whole layers remains. It is very weak at small $A$ and grows smoothly, so $A=2$ is not a sharp threshold there.

## Example: one zirconium face, two fluids

Take the (110) face of body-centred cubic zirconium. Four of its eight nearest neighbours lie in the layer, along two directions, so they form a square network and $z/Z=1/2$. The inputs are rough typical values.

**Against the melt.** With $L=0.2$ eV and $T=2100$ K, $kT=0.181$ eV and

$$A=\tfrac12\times0.2/0.181\approx0.55 .$$

The single minimum is at half filling. $A$ would have to grow 3.6-fold to reach even the mean-field threshold, so a moderate error in $L$ does not alter the verdict. Equation (6) gives an rms spread of 3.28 layers, and the discrete many-level equations give 3.27. These are values of the random-mixing column model, not predictions of the real width. The model also gives every atom full support from below, although independent columns cannot ensure this on a (110) face, where each atom rests on two others. The result does show that an interface calculation should provide many levels, not two.

**Against the vapour, near coexistence.** With $L=6$ eV and $T=1500$ K, $kT=0.129$ eV and

$$A=\tfrac12\times6/0.1293\approx23 .$$

The low coverage is about $8\times10^{-11}$, and the uniform-filling barrier is $5.1\,kT$, or 0.66 eV, per site. The same face is rough in one fluid and smooth in the other because $L/kT$ differs by a factor of about 40.

**Under growth.** The drive requires the equilibrium vapour pressure. For an ideal monatomic vapour, $\mu_g=kT\ln(p\lambda^3/kT)$ with $\lambda=h/\sqrt{2\pi m_akT}$ and $m_a$ the atomic mass. For a crystal of classical oscillators of frequency $\nu$, $\mu_s=-L+3kT\ln(h\nu/kT)$. Equating them gives

$$p_{eq}=\frac{kT}{\lambda^3}\Big(\frac{h\nu}{kT}\Big)^3e^{-L/kT}.$$

With a mass of 91 u and $\nu=4$ THz, $h\nu/kT=0.128$, small enough for the classical form, and $p_{eq}\approx3\times10^{-9}$ Pa. Electronic degeneracy of the vapour atoms is left out; a factor $q$ would multiply $p_{eq}$ by $q$ and lower $\delta$ by $\ln q$. For zirconium at this temperature $q$ is about 12, so $\delta$ would fall by about 2.5. Raising $L$ by 0.3 eV would raise $\delta$ by nearly as much, so the figures below are no more certain than the rough value of $L$.

A vapour at pressure $p$ delivers $p/\sqrt{2\pi m_akT}$ atoms per area and time. A lattice constant of 0.36 nm gives 0.0916 nm² per site. If every atom sticks, 0.1 layer per second corresponds to $1.5\times10^{-4}$ Pa. The supersaturation ratio is about $5\times10^4$, and

$$\delta=\ln(5.36\times10^4)\approx10.9 .$$

This is the drive of the vapour. Steps that capture adatoms before they evaporate again make the drive on the terrace smaller, so 10.9 is an upper estimate. It lies below the random-mixing limit $\delta^*=18.4$ at $A=23.2$, so in random mixing the layer remains bistable. At this fixed drive that requires $A>15.3$, or 66% of the pair-bond value. Near coexistence $A$ could fall 6.6-fold before reaching 3.53; during growth a reduction of 34% removes even the random-mixing bistability.

This margin does not survive correlations. Random mixing ignores that neighbouring adatoms bind, here by $\epsilon=AkT/2=11.6\,kT$ per lateral bond. In the pair (Bethe) approximation on the square network the limit at $A=23.2$ is about 9.7, below the drive, and bistability at $\delta=10.9$ would need $A>25.6$. Small islands tell the same story. An adatom costs $A-\delta=12.3$ in units of $kT$, and islands of two, three and four atoms, summed over their shapes, cost 12.3, 12.0 and 2.9. At the full drive of the vapour an island therefore meets almost no barrier beyond the first adatom.

**Comparison with real zirconium.** Both temperatures lie in the range where the body-centred cubic phase is stable, but 1500 K is hot for film deposition. On a cooler surface the same growth rate means a stronger drive: at 1200 K the model gives $\delta\approx22$ against a random-mixing limit of 24 and a pair-approximation limit of 12.6. Even the random-mixing margin found at 1500 K therefore does not carry over to cooler growth. Pairwise bonding is a weak assumption for a metal. If second neighbours had the same bond strength at fixed $L$, the lateral share would be $6/14$ and $A$ about 20, still above the random-mixing value 15.3. Metallic cohesion grows more slowly than the number of neighbours. As a rough hand estimate, let an atom with $j$ neighbours have energy $-L\sqrt{j/8}$. An isolated adatom has two neighbours and raises two surface atoms from six to seven, so it costs

$$L\big[1-\sqrt{2/8}-2(\sqrt{7/8}-\sqrt{6/8})\big]\approx0.36L,$$

instead of the pair-bond value $L/2$. A vacancy in a complete top layer lowers four lateral neighbours from six to five and two lower ones from eight to seven, and costs

$$L\big[\sqrt{6/8}-1+4(\sqrt{6/8}-\sqrt{5/8})+2(1-\sqrt{7/8})\big]\approx0.30L .$$

These costs are 28% and 41% below the pair-bond value. Near coexistence both leave the face smooth. Under growth the two do not count equally: the drive favours the nearly full layer, so bistability is lost when the nearly empty state disappears, and that state depends mainly on the adatom cost. Averaging this energy over a randomly mixed layer gives a limiting drive of about 12 at 1500 K, only just above 10.9. Since correlations already remove the bistability for pair bonds at this drive, the estimate gives no support for a bistable layer at the full drive of the vapour.

For implementation, $A$ is therefore a useful first guide to the starting surface near coexistence when it is far from the threshold and the bonds counted connect the atoms within the layer. A body-centred cubic (100) layer has no nearest-neighbour bonds of its own, so (3) gives $A=0$ in any fluid; there the bonds to more distant neighbours must be included before the face is called rough. Under strong drive, (5) with a lateral energy computed for the actual surface tests only whether a randomly mixed layer is stable against uniform filling, and it overestimates the drive a correlated layer tolerates, by about a factor of two in the example. How fast islands form, and whether deposited atoms move fast enough between levels to keep the surface flat, are separate questions that need a nucleation or kinetic calculation. The main computed values are in the numerical output.

## Computed values

```
Splitting A, exact sum with 2000 sites: 1.9990
A = 2.1: low coverage 0.3146, barrier 0.00177 kT/site
A = 2.5: low coverage 0.1448, barrier 0.03585 kT/site
A = 3.0: low coverage 0.0707, barrier 0.11519 kT/site
A = 4.0: low coverage 0.0212, barrier 0.32652 kT/site
Limiting drive at A = 3: 0.4151 kT
Onset test A: 2.02
  m^2 solved 0.02947, law 0.03000
  barrier solved 7.411e-05 kT/site, law 7.500e-05
Zr bcc(110) neighbours: lateral 4, total 8
Melt: L = 0.2 eV, T = 2100 K
Melt: kT = 0.1810 eV
Melt: A = 0.553, coverage 0.50
Vapour: L = 6.0 eV, T = 1500 K
Vapour: kT = 0.1293 eV
Vapour: A = 23.21, low coverage 8.33e-11
Vapour: barrier 5.109 kT/site
Vapour: barrier 0.660 eV/site
Threshold A with correlations, strips: 3.5216
Threshold A with correlations, self-dual: 3.5255
Melt rms height spread, many levels: 3.269 layers
Melt rms height spread, logistic: 3.282 layers
Lateral share with second neighbours: 0.429
Vapour A with second neighbours: 19.89
Atomic mass: 91 u
Einstein frequency: 4.0 THz
h nu / kT: 0.1280
Lattice constant: 0.36 nm
Area per site: 0.0916 nm^2
Growth rate: 0.1 layers/s
Equilibrium vapour pressure: 2.85e-09 Pa
Pressure equivalent of growth flux: 1.53e-04 Pa
Supersaturation ratio: 5.36e+04
Growth drive: 10.89 kT
Limiting drive at vapour A: 18.39 kT
A needed for bistability at growth drive: 15.28
Needed A / pair-bond A: 0.658
```
